\section*{Separating bulk and perimeter dark current in circular photodiodes}

Two circular photodiodes made side by side on one wafer, held in the dark at the same reverse bias and temperature, can differ in more than their total current. The smaller one may also carry more current per unit area. If all the dark current came from the semiconductor directly beneath the face, and this were the same everywhere, the current per area would not depend on size. The excess suggests a source at the rim, because a small disc has more rim for its area than a large one. A set of diodes of different diameters turns this into a measurement of both sources.

Let $D$ be the diameter and $I$ the magnitude of the reverse dark current. Suppose that every element of the face contributes a current $J_b$ per unit area, and every element of the rim a current $J_p$ per unit length. Both are uniform over a diode and the same in diodes of all sizes, with bias and temperature held fixed. The face has area $A=\pi D^2/4$ and the rim has length $\pi D$, so
\begin{equation}
I=\frac{\pi D^2}{4}J_b+\pi D\,J_p .
\end{equation}
The mean current density is $J=I/A$. Since
\begin{equation}
\frac{\pi D}{\pi D^2/4}=\frac{4}{D},
\end{equation}
division by the area gives
\begin{equation}
J=J_b+\frac{4J_p}{D}.
\label{line}
\end{equation}
Plotted against $x=1/D$, the current density is a straight line with intercept $J_b$ and slope $4J_p$. The factor 4 is the geometric one just found, and the slope must be divided by it to give the current per length of rim. The relation holds in any consistent system of units.

The intercept is the current density of a very wide diode, whose rim no longer matters. In the opposite limit of small $D$ the second term dominates, $J$ grows as $1/D$, and the total current tends to $\pi DJ_p$. The two terms are equal at
\begin{equation}
D^*=\frac{4J_p}{J_b},
\end{equation}
and the fraction of the current that comes from the rim is
\begin{equation}
\frac{4J_p/D}{J_b+4J_p/D}=\frac{4J_p/J_b}{D+4J_p/J_b}=\frac{D^*}{D+D^*}.
\end{equation}

Take $J_b=10$ mA/cm$^2$ and $J_p=5$ $\mu$A/cm, round values for a germanium-on-silicon p-i-n photodiode at 1 V reverse bias and 300 K. One conversion is needed throughout:
\begin{equation}
\frac{1\ \mu\mathrm{A/cm}}{1\ \mu\mathrm{m}}=\frac{10^{-3}\ \mathrm{mA/cm}}{10^{-4}\ \mathrm{cm}}=10\ \mathrm{mA/cm^2}.
\end{equation}
Thus $4J_p=20$ $\mu$A/cm is a slope of 200 (mA/cm$^2$)\,$\mu$m, and $D^*=200/10=20$ $\mu$m.

A real rim current occupies a layer of some width. Let it decay inwards over a length $\lambda$, so that the local density at radius $r$ is $J_b+(J_p/\lambda)e^{-(R-r)/\lambda}$ with $R=D/2$. The prefactor makes the layer carry $J_p$ per length when $\lambda\ll R$. With $s=R-r$, the rim contribution to the current is
\begin{align}
I_p&=\frac{2\pi J_p}{\lambda}\int_0^R (R-s)e^{-s/\lambda}\,ds\nonumber\\
&=\frac{2\pi J_p}{\lambda}\left[R\lambda(1-e^{-R/\lambda})-\lambda^2(1-e^{-R/\lambda})+R\lambda e^{-R/\lambda}\right]\nonumber\\
&=2\pi J_p\left[R-\lambda(1-e^{-R/\lambda})\right].
\end{align}
Division by $\pi R^2$ and the replacement $R=D/2$ give
\begin{equation}
J=J_b+\frac{4J_p}{D}\left[1-\frac{2\lambda}{D}\left(1-e^{-D/2\lambda}\right)\right].
\label{width}
\end{equation}
For $\lambda\ll D$ this returns the straight line, with a leading correction $-8J_p\lambda/D^2$. In the opposite limit put $v=D/2\lambda\ll1$. Then $(1-e^{-v})/v\simeq1-v/2$, the bracket becomes $v/2=D/4\lambda$, and the rim term tends to $J_p/\lambda$, independent of $D$. A layer wider than the diode looks like bulk current. The separation therefore needs diodes much wider than the layer.

With $\lambda=0.1$ $\mu$m, integration of the local density over each disc gives these currents:
\begin{center}
\begin{tabular}{cccc}
$D$ ($\mu$m) & $1/D$ ($\mu$m$^{-1}$) & $I$ (nA) & $J$ (mA/cm$^2$)\\
10 & 0.100 & 23.25 & 29.600\\
20 & 0.050 & 62.52 & 19.900\\
50 & 0.020 & 274.58 & 13.984\\
100 & 0.010 & 942.16 & 11.996\\
200 & 0.005 & 3455.44 & 10.999
\end{tabular}
\end{center}
In the thin-layer limit the rim supplies 67\% of the current at 10 $\mu$m, half at 20 $\mu$m and 9\% at 200 $\mu$m.

An unweighted least-squares line $J=a+bx$ minimizes $\sum_i(J_i-a-bx_i)^2$. Setting the derivative with respect to $a$ to zero gives $a=\bar J-b\bar x$, where bars denote means. Inserting this and setting the derivative with respect to $b$ to zero gives
\begin{equation}
b=\frac{\sum_i(x_i-\bar x)(J_i-\bar J)}{\sum_i(x_i-\bar x)^2}.
\end{equation}
Here $\bar x=0.037$ $\mu$m$^{-1}$ and $\bar J=17.296$ mA/cm$^2$. The numerator is 1.2099 (mA/cm$^2$)\,$\mu$m$^{-1}$ and the denominator 0.00618 $\mu$m$^{-2}$, so
\begin{equation}
b=195.8\ \mathrm{(mA/cm^2)\,\mu m},\qquad a=17.296-0.037\times195.8=10.05\ \mathrm{mA/cm^2}.
\end{equation}
The slope is 19.58 $\mu$A/cm, and a quarter of it is $J_p=4.89$ $\mu$A/cm. The intercept lies 0.5\% above the input $J_b$ and the rim current 2\% below the input $J_p$.

These offsets come from the layer width. At 10 $\mu$m the lost density is $20\times(0.2/10)=0.40$ mA/cm$^2$, so the data follow $10+200x-40x^2$ in the units of the table. The least-squares line through $x^2$ at the five abscissae is $-0.0013+0.1055x$. Multiplied by $-40$, it raises the intercept by 0.05 and lowers the slope by 4.2, as found.

Two diameters suffice to solve for the two unknowns. Multiplying equation (\ref{line}) by $D$ gives $D_iJ_i=D_iJ_b+4J_p$ for each diode. Subtraction removes $J_p$:
\begin{equation}
J_b=\frac{D_2J_2-D_1J_1}{D_2-D_1}.
\end{equation}
Subtracting the densities themselves removes $J_b$. Because $1/D_1-1/D_2=(D_2-D_1)/(D_1D_2)$,
\begin{equation}
J_p=\frac{D_1D_2(J_1-J_2)}{4(D_2-D_1)}.
\end{equation}
Two points always lie on a line, so a third diameter is needed before straightness can be judged.

Suppose that the diameters are known and the readings have independent errors of standard deviation $rJ_i$. Both results are linear in the readings, so the variances add with the squares of the coefficients:
\begin{align}
\sigma(J_b)&=\frac{r\sqrt{(D_1J_1)^2+(D_2J_2)^2}}{D_2-D_1},\\
\sigma(J_p)&=\frac{rD_1D_2\sqrt{J_1^2+J_2^2}}{4(D_2-D_1)}.
\end{align}
Take $r=2\%$ and ideal densities of 30, 20 and 11 mA/cm$^2$ at 10, 20 and 200 $\mu$m. The pair 10 and 20 $\mu$m gives
\begin{equation}
\sigma(J_b)=\frac{0.02\sqrt{300^2+400^2}}{10}=1.0\ \mathrm{mA/cm^2},
\end{equation}
which is 10\% of $J_b$. The pair 10 and 200 $\mu$m gives $0.02\sqrt{300^2+2200^2}/190=0.23$ mA/cm$^2$. The error in $J_p$ falls from 0.36 to 0.17 $\mu$A/cm. With two small diodes, the intercept is a small difference of large numbers extrapolated far from the data. Of these two pairs, the one with diameters on both sides of $D^*$ determines both quantities better.

The slope measures whatever is proportional to the rim, and this need not be surface leakage. Suppose first that etching has removed a width $\delta$ from each side, while the nominal $D$ is still used to compute the area. The true diameter is $D-2\delta$, and
\begin{align}
\frac{I}{\pi D^2/4}&=J_b\left(1-\frac{2\delta}{D}\right)^2+\frac{4J_p}{D}\left(1-\frac{2\delta}{D}\right)\nonumber\\
&=J_b+\frac{4(J_p-\delta J_b)}{D}+\frac{4\delta^2J_b-8\delta J_p}{D^2}.
\end{align}
To first order in $1/D$ the apparent rim current is $J_p-\delta J_b$. For $\delta=0.1$ $\mu$m the shift is $10^{-5}\ \mathrm{cm}\times10\ \mathrm{mA/cm^2}=0.1$ $\mu$A/cm, and in wide diodes $J_p$ appears as 4.90 $\mu$A/cm. In a line fitted to the five diameters of the table, the term in $1/D^2$ doubles the shift to about 0.2 $\mu$A/cm.

Suppose next that the diode has no surface current but collects ordinary bulk current from a ring of width $L$ outside its nominal edge, as can happen when the surrounding film is not etched away. The collecting diameter is $D+2L$, so
\begin{equation}
J=J_b\left(1+\frac{2L}{D}\right)^2=J_b+\frac{4LJ_b}{D}+\frac{4L^2J_b}{D^2}.
\end{equation}
For $D\gg L$ this is a straight line with apparent rim current $LJ_b$. With $L=2$ $\mu$m it is 2.0 $\mu$A/cm, two fifths of the value assigned to the rim in the example. A line fitted to the five diameters of the table gives 2.4 $\mu$A/cm instead, because the last term is not negligible in the small diodes. A straight plot is thus consistent with surface leakage but does not prove it.

A leakage $I_0$ that is the same for every diode, for instance through a contact pad of fixed size, behaves differently. It adds
\begin{equation}
\frac{I_0}{\pi D^2/4}=\frac{4I_0}{\pi D^2}
\end{equation}
to the density and bends the plot upwards at small diameter. For $I_0=1$ nA the addition at 10 $\mu$m is 1.27 mA/cm$^2$. A line fitted through the five values regardless has intercept 9.89 mA/cm$^2$ and gives $J_p=5.23$ $\mu$A/cm. The layer width bends the plot the other way, so the two effects can partly cancel.

The two coefficients acquire a microscopic meaning if the current comes from thermal generation of electron-hole pairs in a depleted layer of thickness $W$. Let $n_i$ be the intrinsic carrier density. Define a generation lifetime $\tau_g$ by the rate $n_i/\tau_g$ per volume, and a surface generation velocity $s_g$ by the rate $n_is_g$ per area of side wall. If the field separates every pair before it recombines, each pair sends one elementary charge $q$ round the circuit. The volume is $AW$ and the side wall has area $\pi DW$, so
\begin{equation}
I=q\frac{n_i}{\tau_g}AW+qn_is_g\,\pi DW .
\end{equation}
Comparison with the first equation gives
\begin{equation}
J_b=\frac{qn_iW}{\tau_g},\qquad J_p=qn_iWs_g,\qquad D^*=4s_g\tau_g .
\end{equation}
The carrier density and the thickness cancel from $D^*$, which compares surface with volume generation.

For $n_i=2\times10^{13}$ cm$^{-3}$ and $W=0.5$ $\mu$m, $qn_iW=1.60\times10^{-10}$ C/cm$^2$. Hence
\begin{align}
\tau_g&=\frac{1.60\times10^{-10}}{10^{-2}}\ \mathrm{s}=16\ \mathrm{ns},\\
s_g&=\frac{5\times10^{-6}}{1.60\times10^{-10}}\ \mathrm{cm/s}=3.1\times10^4\ \mathrm{cm/s}.
\end{align}

Temperature enters mainly through $n_i\propto T^{3/2}e^{-E_g/2k_BT}$. With a fixed gap $E_g=0.66$ eV, warming from 300 to 350 K multiplies $n_i$ by 7.8. If $\tau_g$, $s_g$ and $W$ stay fixed, intercept and slope grow by this same factor, $J_b$ reaches 78 mA/cm$^2$, and $D^*$ does not move. The gap of germanium in fact narrows by about 0.02 eV over this range, which raises the factor to about 11, so the fixed-gap figures at 350 K are underestimates.

Diffusion from the doped contact adds an areal current with a steeper temperature dependence. In a contact layer of doping $N$ and thickness $L_c$, the minority density is $n_i^2/N$ at the metal and nearly zero at the reverse-biased depletion edge. If recombination within the thin layer is negligible, the density falls linearly, and with diffusivity $D_m$ the current density is
\begin{equation}
J_{\rm diff}=\frac{qD_mn_i^2}{NL_c}.
\end{equation}
For $D_m=25$ cm$^2$/s, $N=10^{18}$ cm$^{-3}$ and $L_c=0.2$ $\mu$m it is 0.08 mA/cm$^2$ at 300 K, under 1\% of $J_b$. At 350 K, again with a fixed gap, it is 4.9 mA/cm$^2$, about 6\% of the generation current. It belongs to the intercept, which is therefore not a pure measure of $\tau_g$. Because it grows faster than the generation current, it also makes the measured $D^*$ fall slightly on warming, by about 5\% between 300 and 350 K with these values and a fixed gap, and by about 7\% when the narrowing of the gap is included.

The field also affects generation. One volt of bias and a built-in potential of 0.5 V across $W$ give a mean field $F=0.03$ MV/cm. The field is nearly uniform only if the residual doping of the layer is well below $10^{16}$ cm$^{-3}$, the most that this voltage can deplete; at $5\times10^{15}$ cm$^{-3}$ the peak field is about 1.5 times the mean. An electron in a midgap trap of depth $E=E_g/2$ need not be lifted thermally all the way to the band. It can stop an energy $uE$ short, with $0<u<1$, and tunnel through the remaining triangular barrier. Stopping short raises the thermal weight by $e^{uE/k_BT}$. For tunnelling mass $m$, the semiclassical exponent is
\begin{equation}
\frac{2}{\hbar}\int_0^{uE/qF}\!\!\sqrt{2m(uE-qFz)}\,dz
=\frac{4\sqrt{2m}\,E^{3/2}}{3q\hbar F}u^{3/2}\equiv Ku^{3/2}.
\end{equation}
Summing over energy in units of $k_BT$ multiplies the emission rate by $1+\Gamma$, where in this estimate
\begin{equation}
\Gamma=\frac{E}{k_BT}\int_0^1 e^{(E/k_BT)u-Ku^{3/2}}\,du .
\end{equation}
With a rough mass of 0.12 electron masses, $E/k_BT=12.8$, $K=150$ and $\Gamma=0.57$. Taken at face value, this makes emission about 1.6 times faster than without the field, but the number is crude. Two thirds of $\Gamma$ comes from $Ku^{3/2}<1$, where the semiclassical factor is not reliable. Replacing that factor by the exact Airy tail, normalized to one at the band edge, gives $\Gamma=0.39$, and the thermally weighted local density of band states in this field rises by only 1.4\%. Masses from 0.043 to 0.33 electron masses move $1+\Gamma$ from 1.9 to 1.4. A charged trap would also have its barrier lowered by about 33 meV (the Poole--Frenkel effect), worth up to a factor 3.6 in one dimension. The 16 ns found above is therefore an effective lifetime at this field; the field-free lifetime is longer, by a factor between about one and a few that depends on the trap. An enhancement that is the same in every diode changes $J_b$ and $J_p$ but leaves the plot straight.

Direct tunnelling between the bands is far weaker. In a symmetric two-band model with direct gap $E_d$ and reduced mass $m_r$, the decay constant at a fraction $s$ of the way across the gap is $(\sqrt{m_rE_d}/\hbar)\sqrt{1-(2s-1)^2}$. The path length is $E_d/qF$, and the integral of the square root over $s$ is $\pi/4$, the area under a half-ellipse. Twice the integrated decay constant is
\begin{equation}
\frac{2E_d}{qF}\,\frac{\sqrt{m_rE_d}}{\hbar}\,\frac{\pi}{4}=\frac{\pi\sqrt{m_r}\,E_d^{3/2}}{2q\hbar F}.
\end{equation}
For $E_d=0.80$ eV and $m_r=0.02$ electron masses it is 192, and $e^{-192}$ makes this path negligible at the mean field. Phonon-assisted tunnelling across the smaller indirect gap is not included. The mean field is also only about 0.15 of a rough breakdown field of 0.2 MV/cm for a layer this thin (thick germanium breaks down nearer 0.1 MV/cm), though local fields at a sharp rim may be higher. A series resistance of 20 $\Omega$ drops 69 $\mu$V in the largest diode, so all the diodes see nearly the same bias.

Real germanium-on-silicon photodiodes often have dark current densities of roughly 10 mA/cm$^2$ near 1 V, with a wide spread that depends on crystal defects and processing. The assumed bulk value is therefore ordinary, while $s_g=3\times10^4$ cm/s is high and would suggest a poorly passivated side wall if the whole slope came from surface generation. Real devices can break the assumption that the area collecting bulk current equals the nominal area. In wide diodes with the values used here, a 0.1 $\mu$m undercut lowers the apparent $J_p$ by 0.1 $\mu$A/cm and a 2 $\mu$m collecting ring raises it by 2 $\mu$A/cm; in small diodes the shifts are larger. The effective diameter thus needs to be known before the slope is assigned to the surface. The values used are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
input J_b = 10.00 mA/cm2
input J_p = 5.00 uA/cm
edge-layer width = 0.10 um
D (um), 1/D (1/um), I (nA), J (mA/cm2), ideal edge share (%)
   10   0.100     23.25  29.600   66.7
   20   0.050     62.52  19.900   50.0
   50   0.020    274.58  13.984   28.6
  100   0.010    942.16  11.996   16.7
  200   0.005   3455.44  10.999    9.1
fitted intercept = 10.052 mA/cm2
fitted slope = 19.58 uA/cm
same slope as plotted = 195.8 (mA/cm2) um
fitted J_p = slope/4 = 4.894 uA/cm
equal-current diameter D* = 20.00 um
J lost to edge width at 10 um = 0.400 mA/cm2
relative error of each J reading = 2 %
pair 10, 20 um: error J_b = 1.00 mA/cm2, J_p = 0.36 uA/cm
pair 10, 200 um: error J_b = 0.23 mA/cm2, J_p = 0.17 uA/cm
undercut per side = 0.10 um
apparent J_p with undercut = 4.899 uA/cm
outside collecting ring = 2.0 um
apparent J_p from ring alone = 2.002 uA/cm
constant pad leakage = 1.0 nA
its J at 10 um = 1.27 mA/cm2
intercept with pad leakage = 9.887 mA/cm2
slope/4 with pad leakage = 5.230 uA/cm
n_i = 2.0e+13 cm^-3, W = 0.50 um, T = 300 K
effective generation lifetime = 16.0 ns
effective surface velocity = 3.12e+04 cm/s
bias = 1.0 V, built-in = 0.5 V
mean field = 0.030 MV/cm
field / rough breakdown field = 0.15
series resistance = 20 ohm
series drop at 200 um = 69.1 uV
gap = 0.66 eV, direct gap = 0.80 eV
n_i ratio, 350 K to 300 K = 7.81
contact: D_m = 25 cm2/s, N = 1e+18 cm^-3, L_c = 0.2 um
diffusion current at 300 K = 0.080 mA/cm2
diffusion current at 350 K = 4.88 mA/cm2
generation J_b at 350 K = 78.1 mA/cm2
tunnel masses: m_r = 0.02, trap m = 0.12 m_e
direct tunnelling exponent = 192
trap: E/kT = 12.76, K = 150, Gamma = 0.57
trap emission factor 1 + Gamma = 1.57
\end{verbatim}
